\section*{Local fields in a square sheet of polarizable atoms}

\section*{Problem}

Identical atoms sit on an infinite, flat square lattice of constant $a$ in vacuum. Each atom is an isotropic point dipole with polarizability volume $\alpha$: in a local field $\mathbf F$ it acquires the dipole
\begin{equation}
\mathbf p = 4\pi\varepsilon_0\,\alpha\,\mathbf F .
\label{eq:atom}
\end{equation}
The local field is the field at the atom from all sources except the atom itself. A static uniform field $\mathbf E_0$ is applied, either in the plane of the sheet or normal to it. The sheet polarizability $\chi$, which has the dimension of a length, is defined by
\begin{equation}
P=\frac{p}{a^2}=\varepsilon_0\,\chi\,E_0 ,
\label{eq:chidef}
\end{equation}
where $P$ is the dipole moment per area. Find $\chi_\parallel$ (field in the plane) and $\chi_\perp$ (field along the normal). Do the neighbours raise or lower each of them relative to atoms that ignore one another? Evaluate the results for $a=0.23$ nm and $\alpha=0.0010$ nm$^3$.

\section*{A tempting solution}

By symmetry all dipoles are equal and parallel to the applied field. A neighbour at distance $r$, in a direction that makes the angle $\theta$ with $\mathbf p$, produces a field whose component along $\mathbf p$ is
\begin{equation}
\frac{p}{4\pi\varepsilon_0}\,\frac{3\cos^2\theta-1}{r^3}.
\label{eq:angle}
\end{equation}
The neighbours lie symmetrically around the atom. The mean of $\cos^2\theta$ over directions is $1/3$, so the numerator averages to zero and the neighbours' fields cancel, as they do shell by shell in a simple cubic crystal. Then $F=E_0$, and for both directions
\begin{equation}
\chi_\parallel=\chi_\perp=\chi_0\equiv\frac{4\pi\alpha}{a^2}
=\frac{4\pi(0.0010\ \mathrm{nm^3})}{(0.23\ \mathrm{nm})^2}=0.2375\ \mathrm{nm}.
\label{eq:wrong}
\end{equation}

\section*{The fault}

Equation \eqref{eq:angle} is correct; the average is not. In a cubic shell the three axes are equivalent, so $x^2$, $y^2$ and $z^2$ have equal means and each is $r^2/3$. In the sheet every neighbour has $z=0$, and two axes share $r^2$ instead of three. For a dipole in the plane the mean of $\cos^2\theta$ is $1/2$, and the numerator averages to $+1/2$. For a dipole along the normal $\cos\theta=0$ for every neighbour, and the numerator is $-1$. The neighbours therefore help in the first case and oppose in the second.

What the argument does establish is weaker. The two in-plane directions and the normal contribute $\tfrac12+\tfrac12-1=0$, so the mean over three perpendicular field directions has no correction of first order in the coupling. The separate responses do.

\section*{Solution}

\subsection*{Field of the neighbours}

The potential of a dipole at the origin is $\phi=p_jr_j/(4\pi\varepsilon_0r^3)$, with summation over $j$. Since $\partial_i r^{-3}=-3r_i r^{-5}$, the field $E_i=-\partial_i\phi$ is
\begin{equation}
E_i=\frac{1}{4\pi\varepsilon_0}\left(\frac{3r_ir_j}{r^5}-\frac{\delta_{ij}}{r^3}\right)p_j .
\label{eq:dipole}
\end{equation}
Measure distances in units of $a$ and write the neighbours' field on an atom as $Jp/(4\pi\varepsilon_0a^3)$. The dimensionless number $J$ is the coupling. Define
\begin{equation}
S=\sum_{(m,n)\neq(0,0)}\frac{1}{(m^2+n^2)^{3/2}} .
\end{equation}

For dipoles along $x$ the field has no $y$ component, because the terms $3xy/r^5$ at $(x,y)$ and $(x,-y)$ cancel. Exchanging $x$ and $y$ maps the lattice onto itself, so
\begin{equation}
\sum\frac{x^2}{r^5}=\sum\frac{y^2}{r^5}=\frac12\sum\frac{x^2+y^2}{r^5}=\frac S2 .
\end{equation}
Hence
\begin{equation}
J_\parallel=3\cdot\frac S2-S=+\frac S2,\qquad J_\perp=0-S=-S .
\label{eq:J}
\end{equation}
The in-plane result holds for any direction in the plane, since the $xx$ and $yy$ sums are equal and the $xy$ sum vanishes.

The sum converges absolutely: a ring of radius $r$ holds about $2\pi r\,dr$ sites, each contributing $r^{-3}$. Sites outside a square of half-width $L$ contribute approximately
\begin{equation}
8\int_0^{\pi/4}d\theta\int_{L/\cos\theta}^{\infty}\frac{dr}{r^2}
=\frac8L\int_0^{\pi/4}\cos\theta\,d\theta=\frac{4\sqrt2}{L}.
\label{eq:tail}
\end{equation}
The eight closest sites, with $L=3/2$, already give $4+4/2^{3/2}+4\sqrt2/1.5=9.19$. A large block gives $S=9.0336$, hence $J_\parallel=4.5168$.

\subsection*{Self-consistent dipoles}

The neighbours' dipoles are themselves induced, so \eqref{eq:atom} becomes
\begin{equation}
p=4\pi\varepsilon_0\alpha\left(E_0+\frac{J\,p}{4\pi\varepsilon_0a^3}\right)
\quad\Longrightarrow\quad
p\left(1-\frac{\alpha J}{a^3}\right)=4\pi\varepsilon_0\alpha E_0 .
\end{equation}
Dividing by $a^2$ and comparing with \eqref{eq:chidef} gives
\begin{equation}
\boxed{\;
\chi_\parallel=\frac{\chi_0}{1-\alpha S/(2a^3)},\qquad
\chi_\perp=\frac{\chi_0}{1+\alpha S/a^3}\;}
\label{eq:result}
\end{equation}
Since $S>0$, $\chi_\parallel>\chi_0>\chi_\perp$ as long as the uniform state is stable, a condition found below. In the plane, head-to-tail neighbours strengthen the field on an atom more than side-by-side neighbours weaken it. Along the normal all neighbours are side by side. For $\alpha\ll a^3$ the relative changes are $+\alpha S/(2a^3)$ and $-\alpha S/a^3$; as $a\to\infty$ at fixed $\alpha$ both factors tend to one.

For the given numbers $\alpha/a^3=0.0010/0.23^3=0.0822$, and
\begin{align}
\chi_\parallel&=\frac{0.2375\ \mathrm{nm}}{1-0.3712}=1.590\times0.2375\ \mathrm{nm}=0.378\ \mathrm{nm},\\
\chi_\perp&=\frac{0.2375\ \mathrm{nm}}{1+0.7425}=0.574\times0.2375\ \mathrm{nm}=0.136\ \mathrm{nm}.
\end{align}
Atoms that are isotropic one by one form a sheet with $\chi_\parallel/\chi_\perp=2.77$. In an applied field of 5 MV/cm the local field is 7.95 MV/cm in the plane but 2.87 MV/cm along the normal, and the induced dipoles are 0.55 and 0.20 $e\,$pm.

A finite sheet tests the assumption of equal dipoles. Solving the coupled equations for an open square of $33\times33$ atoms gives factors of 1.552 and 0.583 at the central atom. The missing outer atoms account for most of the difference from 1.590 and 0.574. By \eqref{eq:tail} with $L=16.5$, $S$ falls by 0.343, which alone would give 1.556 and 0.583. Extrapolating the central response linearly in the inverse side length, from squares of side 17 and 33, gives 1.592 and 0.574, within about 0.1\% of \eqref{eq:result}.

\section*{When the uniform state fails}

The formula for $\chi_\parallel$ diverges at $\alpha=2a^3/S$, but another pattern of dipoles becomes unstable first. With no applied field, a pattern with coupling $J$ sustains itself when $p=(\alpha J/a^3)p$, that is, at $\alpha=a^3/J$. The energy per atom of such a pattern, with $p^2$ averaged over atoms, is
\begin{equation}
U=\frac{p^2}{8\pi\varepsilon_0}\left(\frac1\alpha-\frac{J}{a^3}\right).
\end{equation}
The first term is the cost of polarizing the atom, and the second is the dipole interaction with each pair counted once. Beyond $\alpha=a^3/J$ the energy is negative and the unpolarized sheet is unstable. The pattern with the largest $J$ sets the limit.

Consider rows of dipoles that point along the row, the $x$ direction. Within one row the two neighbours at distance $m$ each contribute $2/m^3$, in total $4\zeta(3)=4.808$, where $\zeta(3)=\sum_{m\ge1}m^{-3}$. A parallel row at distance $\rho$ contributes $\sum_m g(m)$ with
\begin{equation}
g(u)=\frac{d^2}{du^2}\frac{1}{\sqrt{u^2+\rho^2}} ,
\end{equation}
because $\partial_x^2(1/r)=3x^2/r^5-1/r^3$. Poisson's summation formula, $\sum_mg(m)=\sum_j\hat g(2\pi j)$ with $\hat g(s)=\int g(u)e^{-isu}du$, turns this into a rapidly converging sum. The integral
\begin{equation}
\int_{-\infty}^{\infty}\frac{\cos(su)}{\sqrt{u^2+\rho^2}}\,du=2K_0(|s|\rho)
\end{equation}
defines the modified Bessel function $K_0$, and two derivatives multiply the transform by $-s^2$. The $j=0$ term vanishes because $g$ is the derivative of a function that is zero at both ends. The terms $\pm j$ are equal, so the row contributes $-4\sum_{j\ge1}(2\pi j)^2K_0(2\pi j\rho)$. There are two rows at each distance $\rho=n$. If successive rows carry the relative sign $s_r=\pm1$,
\begin{equation}
J=4\zeta(3)-8\sum_{n\ge1}\sum_{j\ge1}s_r^{\,n}(2\pi j)^2K_0(2\pi jn).
\label{eq:rows}
\end{equation}
For $s_r=+1$ this gives 4.5168, in agreement with the direct sum for $S/2$. For $s_r=-1$, with stripes of alternating direction, the nearest rows help instead of oppose and $J=5.0989$.

A numerical scan of in-plane patterns on a $256\times256$ grid of wave vectors finds its maximum at this stripe pattern, with the same value. The largest coupling for normal dipoles is 2.65. The condition for \eqref{eq:result} is therefore
\begin{equation}
\alpha<\frac{a^3}{5.099}=0.00239\ \mathrm{nm^3},
\end{equation}
below the 0.00269 nm$^3$ at which $\chi_\parallel$ would diverge. The example lies well inside. At the stripe limit the in-plane factor is still finite, $1/(1-4.517/5.099)\approx 8.8$.

\section*{Which field does the sheet respond to?}

The definition \eqref{eq:chidef} uses the applied field. A dielectric constant uses the macroscopic field, which includes the averaged field of the polarization. The distinction matters differently in the two directions.

\subsection*{In the plane}

Let the field and the dipoles vary as $\cos kx$ and point along $x$. The bound charge per area is $-dP/dx$, so for $P\cos kx$ it is $\sigma=kP\sin kx$. Its potential decays as $e^{-k|z|}$ away from the sheet. The jump of the normal field, $2k\phi=\sigma/\varepsilon_0$, gives $\phi=P\sin kx/(2\varepsilon_0)$ in the plane, and the macroscopic field of the sheet is
\begin{equation}
-\frac{d\phi}{dx}=-\frac{kP}{2\varepsilon_0}\cos kx .
\label{eq:mac}
\end{equation}

The lattice sum contains this same term. Set $q=ka$ and sum over columns parallel to $y$. The atom's own column contributes $-2\zeta(3)$. For a column at distance $m$, the $j=0$ term of Poisson's formula is
\begin{equation}
\int_{-\infty}^{\infty}\left[\frac{3m^2}{(m^2+v^2)^{5/2}}-\frac{1}{(m^2+v^2)^{3/2}}\right]dv
=3m^2\frac{4}{3m^4}-\frac{2}{m^2}=\frac{2}{m^2}.
\end{equation}
The other terms decay exponentially with $m$; call their sum $h(m)$. Adding the columns at $\pm m$ gives
\begin{equation}
J(q)=-2\zeta(3)+4\sum_{m\ge1}\frac{\cos qm}{m^2}+2\sum_{m\ge1}h(m)\cos qm .
\end{equation}
Integrating the Fourier series $\sum_m\sin(qm)/m=(\pi-q)/2$, valid for $0<q<2\pi$, from zero to $q$ gives
\begin{equation}
\sum_{m\ge1}\frac{\cos qm}{m^2}=\frac{\pi^2}{6}-\frac{\pi q}{2}+\frac{q^2}{4}.
\end{equation}
The sum with $h$ is even and smooth in $q$, so it has no linear term. At $q=0$ the coupling is $S/2$, hence
\begin{equation}
J(q)=\frac S2-2\pi q+O(q^2).
\end{equation}
The linear term corresponds to the field $-2\pi ka\,p/(4\pi\varepsilon_0a^3)=-kp/(2\varepsilon_0a^2)=-kP/(2\varepsilon_0)$, which is \eqref{eq:mac}. What remains, $S/2$, is the local-field correction. For $k\to0$ the macroscopic and applied fields coincide, and $\chi_\parallel$ is the response to either.

At small finite $k$, inserting $P=\varepsilon_0\chi_\parallel E$ into $E=E_0-kP/(2\varepsilon_0)$ gives
\begin{equation}
E=\frac{E_0}{1+kr_0},\qquad r_0=\frac{\chi_\parallel}{2}=0.189\ \mathrm{nm}.
\end{equation}
At $k=0.5$ nm$^{-1}$ the field is reduced by the factor 1.094. The $O(q^2)$ terms change $\chi_\parallel$ itself by only 0.14\% there for a wave along a lattice axis, and by 0.28\% for one along the diagonal.

\subsection*{Along the normal}

A uniform sheet of normal dipoles produces no averaged field outside itself, and a point-dipole sheet has no interior in which to define one. An internal field requires an assigned thickness $d$. A slab with the same $P$ has the internal field $E_{\rm in}=E_0-P/(\varepsilon_0d)=E_0(1-\chi_\perp/d)$. The response to this field, $\chi_{\rm in}=P/(\varepsilon_0E_{\rm in})$, satisfies
\begin{equation}
\frac1{\chi_{\rm in}}=\frac{1}{\chi_\perp}-\frac1d
=\frac1{\chi_0}+\frac{S}{4\pi a}-\frac1d ,
\end{equation}
where $\alpha S/(a^3\chi_0)=S/(4\pi a)$ was used. Thus $\chi_{\rm in}<\chi_0$ if $d>4\pi a/S=0.320$ nm, and $\chi_{\rm in}>\chi_0$ for a thinner slab (with $d>\chi_\perp$, so that $E_{\rm in}$ keeps its sign). For a nominal $d=0.33$ nm, $\chi_{\rm in}=0.232$ nm, only 2\% below $\chi_0$. The statement that local fields reduce the normal response therefore refers to the applied field. With this thickness, nearly all of the reduction is counted as the slab's own depolarizing field.

The same thickness gives dielectric constants. In the plane $\varepsilon_\parallel=1+\chi_\parallel/d=2.14$. Along the normal the displacement is continuous, $E_0=\varepsilon_\perp E_{\rm in}$, so $\varepsilon_\perp=1/(1-\chi_\perp/d)=1.70$. Both depend on the choice of $d$; $\chi_\parallel$ and $\chi_\perp$ do not.

\section*{Comparison with a real insulating sheet}

The parameters give roughly the cell area of monolayer hexagonal boron nitride, an insulator placed beside two-dimensional channels. An in-plane optical dielectric constant near 5 and a layer spacing of 0.33 nm put its electronic in-plane sheet polarizability at roughly $(5-1)\times0.33\approx1.3$ nm, so the model's 0.378 nm is low by a factor of three to four. The real sheet has two atoms per cell on a honeycomb. Dividing $\alpha$ equally between two such atoms, with cell area and total $\alpha$ held fixed, changes the factors from 1.59 and 0.57 to 2.30 and 0.47, and $\chi_\parallel$ to 0.55 nm. The directions of the two effects survive, but their sizes depend strongly on where the polarizability sits. Smearing each square-lattice dipole instead into a Gaussian of standard deviation 0.05 nm lowers the in-plane factor to 1.53 and barely changes the normal one, from 0.574 to 0.575. The effect grows steeply once neighbours overlap: a standard deviation of 0.07 nm gives 1.30 and 0.59, and 0.10 nm gives 1.10 and 0.63.

Ionic motion is also missing from the model. In a static macroscopic field $E$ in the plane, the relative displacement $u$ of the two ions obeys $\mu\omega^2u=ZeE$, with reduced mass $\mu$, frequency $\omega$ of the uniform transverse vibration, and effective charge $Ze$. The added dipole per area is $Zeu/a^2$, so
\begin{equation}
\chi_{\rm ion}=\frac{(Ze)^2}{\varepsilon_0a^2\mu\omega^2}.
\end{equation}
Rough values $Z=2.7$, $\hbar\omega=0.17$ eV and masses of about 11 and 14 u give 0.59 nm, more than the model's whole electronic response. Because $Z$ and $\omega$ describe the complete crystal, they already contain its local fields, and this term is added without a further factor. Nonlinearity matters less. With the in-plane local field at 5 MV/cm applied and a rough gap $E_{\rm g}=6$ eV, the small parameter is $eFa/E_{\rm g}\approx0.03$. In a sheet with an inversion centre, like the model, the leading relative correction is of order $(eFa/E_{\rm g})^2\approx10^{-3}$. Monolayer boron nitride has no inversion centre, so its in-plane response also has a correction linear in the field, which by the same rough measure can reach the percent level. That field only sets a scale: bulk boron nitride breaks down at roughly 3 MV/cm in the plane, so a real sheet may not sustain it. A nearby gate or semiconductor would add image fields, which the vacuum assumption excludes. The example thus shows the sign and mechanism of the local-field effect for separately polarizable atoms, measured against atoms that ignore one another; it does not predict the dielectric constant of boron nitride. Electronic-structure codes often use another reference, the response to the averaged field alone. Their local-field correction then includes each atom's own non-uniform field, and its sign in the plane can be the opposite.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice sum S = 9.03362
in-plane coupling, direct sum = 4.51681
in-plane coupling, row sum = 4.51681
stripe coupling, row sum = 5.09887
largest coupling, wave-vector scan = 5.09887
largest out-of-plane coupling = 2.6459
lattice constant a = 0.23 nm
polarizability volume alpha = 0.0010 nm^3
alpha/a^3 = 0.08219
alpha S/(2a^3) = 0.3712
alpha S/a^3 = 0.7425
stripe stability limit of alpha = 0.002386 nm^3
uniform divergence at alpha = 0.002694 nm^3
chi0 without local fields = 0.2375 nm
in-plane factor = 1.5904
out-of-plane factor = 0.5739
chi_par = 0.3778 nm
chi_perp = 0.1363 nm
chi_par/chi_perp = 2.771
finite sheet 33x33, centre, in-plane = 1.5523
finite sheet 33x33, centre, normal = 0.5830
extrapolated in-plane factor = 1.5921
extrapolated out-of-plane factor = 0.5741
screening length r0 = 0.1889 nm
wave number q = 0.50 1/nm
screening 1 + q r0 = 1.0945
chi_par(q)/chi_par(0) = 1.00144
nominal thickness d = 0.33 nm
eps_par at d = 2.145
eps_perp at d = 1.704
normal response to internal field = 0.2323 nm
crossover thickness = 0.3199 nm
applied field = 5.0 MV/cm
local field, in-plane = 7.95 MV/cm
local field, out-of-plane = 2.87 MV/cm
dipole, in-plane = 0.552 e pm
dipole, out-of-plane = 0.199 e pm
honeycomb in-plane factor = 2.305
honeycomb out-of-plane factor = 0.469
honeycomb chi_par = 0.547 nm
honeycomb patch alpha/limit = 0.765
Gaussian width = 0.05 nm
Gaussian atoms in-plane factor = 1.529
Gaussian atoms out-of-plane factor = 0.575
rough effective ionic charge = 2.7 e
rough phonon energy = 0.17 eV
rough ion masses = 10.8 and 14.0 u
ionic sheet polarizability = 0.59 nm
rough gap = 6.0 eV
nonlinearity estimate = 9.3e-04
\end{verbatim}
